\section*{Two-window macroscopic averaging of the potential at a solid–liquid interface}

\section{The number that the alignment needs}

Suppose that a calculation of a copper electrode in a plating bath must decide whether an electronic level of a dissolved species lies above or below the Fermi level of the metal. Let the two levels come from separate bulk calculations, each with its own zero of energy. In the metal one obtains $\varepsilon_F=E_F-M_1$, where $M_1$ is the mean potential energy of an electron in the bulk metal. In the liquid one obtains $\varepsilon_X=E_X-M_2$, with $M_2$ the corresponding mean in the liquid. On a common scale
\begin{equation}
E_X-E_F=(\varepsilon_X+M_2)-(\varepsilon_F+M_1)
=\varepsilon_X-\varepsilon_F+(M_2-M_1).
\label{eq:align}
\end{equation}
The offset $M_2-M_1$ must come from a cell that contains the interface. An error of 0.1 eV in it moves the level by 0.1 eV, which may reverse the decision. The means depend on how the cores are represented, so the bulk and interface calculations must use the same pseudopotentials.

The interface cell supplies $V(z)$, the electron's potential energy averaged over planes parallel to the surface. It varies strongly between each atomic layer and the gap beside it. The task is to extract the two means from this curve.

\section{A model with a known answer}

A useful trial potential has different periods on its two sides and means that are known beforehand. Let
\begin{equation}
v_j(z)=-D_j\exp\{k_j[\cos(2\pi z/a_j)-1]\},\qquad j=1,2 .
\label{eq:wells}
\end{equation}
Each $v_j$ is a row of smooth wells that reach down to $-D_j$, centred on the atomic planes. With $\theta=2\pi z/a_j$ its mean is
\begin{equation}
M_j=-D_je^{-k_j}\frac1{2\pi}\int_0^{2\pi}e^{k_j\cos\theta}\,d\theta
=-D_je^{-k_j}I_0(k_j),
\end{equation}
where $I_0$ is the modified Bessel function. A solid slab occupies $|z|<b$ in a periodic cell of length $\ell$, and the second medium fills the rest:
\begin{align}
V(z)&=f(z)v_1(z)+[1-f(z)]v_2(z),\\
f(z)&=\tfrac12\left[\operatorname{erf}\frac{z+b}{w}-\operatorname{erf}\frac{z-b}{w}\right].
\end{align}

The parameters are round numbers: $a_1=0.21$ nm, $D_1=20$ eV, $k_1=1$ for the solid; $a_2=0.30$ nm, $D_2=6$ eV, $k_2=0.5$ for the second medium; $\ell=9$ nm, $b=2.25$ nm and $w=0.05$ nm. The slab has 21 layers. Since $\ell/a_2=30$, the second medium joins smoothly across the cell boundary. For the moment it is fully ordered, like a frozen film. The means are $M_1=-9.3152$ eV and $M_2=-3.8702$ eV, so
\begin{equation}
M_2-M_1=-3.8702+9.3152=5.4450\ \text{eV}.
\end{equation}

Reading $V$ at one point on each side is hopeless. The exponential in (\ref{eq:wells}) runs from 1 to $e^{-2k_j}$, so the peak-to-peak ripple is $D_j(1-e^{-2k_j})$: 17.293 eV in the solid and 3.793 eV in the film. Both are comparable with the offset or larger.

\section{One running mean, and where it fails}

The natural remedy is a centred running mean over a length $L$,
\begin{equation}
(B_LV)(z)=\frac1L\int_{-L/2}^{L/2}V(z+s)\,ds .
\label{eq:box}
\end{equation}
If $V$ has period $a$ and $L=a$, the result is constant, because
\begin{equation}
\frac{d}{dz}(B_aV)=\frac{V(z+a/2)-V(z-a/2)}{a}=0,
\end{equation}
and the constant is the period mean. The window $a_1$ therefore flattens the solid. To see what it does to the film, apply (\ref{eq:box}) to an exponential:
\begin{equation}
B_Le^{pz}=\frac{e^{pz}}{L}\,\frac{e^{pL/2}-e^{-pL/2}}{p}
=H_L(p)\,e^{pz},\qquad
H_L(p)=\frac{\sinh(pL/2)}{pL/2}.
\label{eq:H}
\end{equation}
Harmonic $m$ of a lattice with period $a$ has $p=2\pi im/a$. Since $\sinh(ix)=i\sin x$,
\begin{equation}
H_L=\frac{\sin(\pi mL/a)}{\pi mL/a}.
\label{eq:sinc}
\end{equation}
This is zero for all $m\ge1$ when $L=a$, but not in general when $L$ is the period of the other medium.

With the window $a_1$, the first film harmonic keeps the fraction $\sin(0.7\pi)/(0.7\pi)=0.368$. The ripple left in the film is 1.383 eV, and $1.383/3.793=0.365$. With the window $a_2$, the first harmonic of the solid keeps $|\sin(1.429\pi)|/(1.429\pi)=0.217$; the ripple left is 3.575 eV, and $3.575/17.293=0.207$. The small differences arise because the higher harmonics have factors of their own.

One window does suffice if one period is a whole multiple of the other. For $a_2=na_1$ the window $a_2$ contains $n$ complete solid periods, and (\ref{eq:sinc}) vanishes on both sides. Here $a_2/a_1=10/7$. A single window of 2.1 nm would hold 10 solid layers and 7 film layers, but each medium would then have to be wider than 2.1 nm to show a plateau. If the ratio of the periods is irrational, no single window removes both ripples exactly, though a long one may come close.

\section{Two windows in succession}

Since each window cures one side, apply both:
\begin{equation}
W=B_{a_2}B_{a_1}V .
\label{eq:W}
\end{equation}
It must be shown that the second window does not spoil the work of the first, and that neither moves a mean.

On the solid side $B_{a_1}V=M_1$. The mean of a constant is the same constant, so $W=M_1$.

On the film side put $U=B_{a_1}V$. A shift by $a_2$ leaves the integrand in (\ref{eq:box}) unchanged, so $U$ still has period $a_2$. Its period mean is found by exchanging two integrals over finite intervals:
\begin{align}
\frac1{a_2}\int_0^{a_2}U(z)\,dz
&=\frac1{a_1}\int_{-a_1/2}^{a_1/2}
\left[\frac1{a_2}\int_0^{a_2}V(z+s)\,dz\right]ds\notag\\
&=\frac1{a_1}\int_{-a_1/2}^{a_1/2}M_2\,ds=M_2 .
\end{align}
The inner bracket is $M_2$ for every $s$, because the mean over a complete period does not depend on where the period starts. The second window then turns $U$ into its mean, and $W=M_2$. Both ripples vanish and the offset is kept.

The argument used values of $V$ up to a distance
\begin{equation}
R=\frac{a_1+a_2}{2}=\frac{0.21+0.30}{2}=0.255\ \text{nm}
\end{equation}
from $z$. The result therefore holds at each point whose surroundings out to $R$ lie within one periodic medium. In the model the switch $f$ has tails, which are negligible beyond $6w=0.30$ nm. The plateaus can be trusted from $0.255+0.30=0.555$ nm outward on either side of the interface. There the computed $W$ departs from the means by at most $9\times10^{-15}$ eV, which is rounding error, and the offset is 5.4450 eV.

\subsection{The equivalent single kernel}

Two successive means are one weighted mean, $W(z)=\int K(s)V(z+s)\,ds$. The weight $K(s)$ is the overlap of an interval of length $a_1$ centred at 0 with an interval of length $a_2$ centred at $s$, divided by $a_1a_2$:
\begin{equation}
K(s)=\frac{1}{a_1a_2}\max\!\left[0,\ \min\!\left(a_1,\,a_2,\,R-|s|\right)\right].
\end{equation}
This is a trapezoid, symmetric in $a_1$ and $a_2$, so the order of the windows is immaterial. Its area is 1 and its first moment is zero. The total shift is the sum of two independent uniform shifts, with variances $a_1^2/12$ and $a_2^2/12$, and variances add:
\begin{equation}
\sigma^2=\frac{a_1^2+a_2^2}{12}=\frac{0.0441+0.0900}{12}\ \text{nm}^2,
\qquad \sigma=0.106\ \text{nm}.
\end{equation}
For a slowly varying part of the potential, expand $V(z+s)=V+sV'+\tfrac12s^2V''+\dots$ and average. The linear term drops out:
\begin{equation}
W\simeq V+\tfrac12\sigma^2V''=V+\frac{a_1^2+a_2^2}{24}\,V''.
\label{eq:curv}
\end{equation}
A uniform field thus passes unchanged, while a curved profile is slightly distorted.

Close to the interface $W$ is a blurred quantity:
\begin{center}
\begin{tabular}{ccc}
$z$ (nm) & $V$ (eV) & $W$ (eV)\\
1.800 & $-2.988$ & $-9.315$\\
2.025 & $-3.944$ & $-9.275$\\
2.250 & $-4.049$ & $-6.076$\\
2.475 & $-3.639$ & $-3.996$\\
2.700 & $-6.000$ & $-3.870$
\end{tabular}
\end{center}
At the nominal interface, $z=2.250$ nm, $W$ is not midway between the means, which would be $-6.593$ eV. The part of the kernel on each side does not in general average the ripple there to zero. Here the film ripple is symmetric about this point and happens to cancel, but the solid ripple is not, and it causes the whole departure from the midpoint. The plateaus carry the information sought; the shape of the step between them depends on the windows.

\section{Implementation on a periodic grid}

A plane-wave calculation delivers $V$ at $N$ equally spaced points of a periodic cell. Write $V=\sum_n c_ne^{iG_nz}$ with $G_n=2\pi n/\ell$. By (\ref{eq:H}) each window multiplies each coefficient by a number:
\begin{equation}
c_n\ \longrightarrow\ c_n\,
\frac{\sin(G_na_1/2)}{G_na_1/2}\,
\frac{\sin(G_na_2/2)}{G_na_2/2}.
\label{eq:alg}
\end{equation}
For $n=0$ both factors are 1, so the cell average is untouched. In Python:
\begin{verbatim}
def macro_average(v, cell, a1, a2):
    f = np.fft.rfftfreq(len(v), cell/len(v))
    c = np.fft.rfft(v)
    c = c*np.sinc(f*a1)*np.sinc(f*a2)
    return np.fft.irfft(c, len(v))
\end{verbatim}
Here \texttt{f} is $G/2\pi$, and \texttt{np.sinc(x)} means $\sin(\pi x)/(\pi x)$, so its argument must be $Ga/2\pi$. For the model with $N=1000$, this routine was compared with direct quadrature of the double integral at 42 points from the slab centre towards the cell edge, including the interface. The largest difference was $1.2\times10^{-14}$ eV.

The windows need not be whole numbers of grid points. This matters, because the obvious alternative is to average over the nearest whole number of points. With a spacing of 0.009 nm the windows become 23 and 33 points, or 0.207 and 0.297 nm. To estimate the harm, put $L=a(1+\epsilon)$ in (\ref{eq:sinc}):
\begin{equation}
\frac{\sin[\pi m(1+\epsilon)]}{\pi m(1+\epsilon)}
=\frac{(-1)^m\sin(\pi m\epsilon)}{\pi m(1+\epsilon)}
\simeq(-1)^m\frac{\epsilon}{1+\epsilon},\qquad m|\epsilon|\ll1 .
\label{eq:mis}
\end{equation}
In the solid $|\epsilon|/(1+\epsilon)=0.003/0.207=0.0145$. This multiplies the 3.575 eV that the other window leaves, and gives 0.052 eV. The computed ripple is 0.0521 eV in the solid and 0.0145 eV in the film. With a spacing of 0.003 nm the periods are 70 and 100 whole points, and the ripple falls to rounding error. The fault thus lies in the rounded window, not in summation as such.

The grid must also resolve the potential. At spacing $h$, a wave of wave number $q$ has the same samples as one of $q-2\pi/h$. An unresolved lattice harmonic therefore appears at a false wave number, where (\ref{eq:alg}) is in general not zero. The largest plateau error is $7.8\times10^{-4}$ eV for 250 points, $2.3\times10^{-7}$ eV for 500, and rounding error for 1000. The speed of this fall reflects the smoothness of the model wells.

\section{Choosing the slab and the window lengths}

A plateau of finite width requires each medium to be wider than $2R=a_1+a_2$ plus the interface tails. With the film kept ordered and all else fixed, the value of $W$ at the slab centre is wrong by 2.08 eV for one solid layer and by 3.1 meV for three. For five layers no error is visible. The three-layer slab has a half width of 0.315 nm, only 0.06 nm more than $R$, so the window still touches the tail of the interface. These thicknesses concern the filter alone. A real metal slab may need more layers before its electron density is bulk-like at the centre.

The window must match the period that is actually present in the cell. Suppose that $a_1$ is taken 0.3\,\% too long, roughly the contraction of copper between room temperature and absolute zero. Equation (\ref{eq:mis}) gives $0.003\times3.575=0.0107$ eV, and the computed ripple in the solid is 0.0107 eV. A 1\,\% error, as from an unnoticed strain, gives $(0.01/1.01)\times3.575=0.0354$ eV, again as computed. The film stays flat in both cases because its own window is still right. The ripple is thus a diagnostic: if it survives on one side with that side's period, that side's window is the first thing to examine.

Thermal vibration is more benign once averaged over time. Let the atoms of each plane have Gaussian displacements $u$ along $z$, with rms value $u_0$, and carry their wells rigidly. A harmonic $\cos qz$ becomes
\begin{equation}
\langle\cos q(z-u)\rangle=\cos qz\,\langle\cos qu\rangle
=e^{-q^2u_0^2/2}\cos qz ,
\end{equation}
because $\langle\sin qu\rangle=0$. The mean ($q=0$) is unchanged. For a rough $u_0=0.008$ nm and $q=2\pi/a_1$ the first harmonic is multiplied by 0.972. A single snapshot is not periodic, and the cancellation in it is not complete. If whole planes are displaced independently by this $u_0$, wells as strong as those of the model solid can leave deviations of some tenths of an electronvolt. Averaging over the atoms of each plane and over many snapshots reduces them.

\section{When the second medium is a liquid}

A liquid has no lattice. Near a wall its density forms layers, but these fade with distance. The proof for the film side then fails, since $V(z+a_2)\ne V(z)$. What survives follows from (\ref{eq:H}), which holds for complex $p$.

Let $x$ be the distance from the wall, and let the layering be $e^{-x/\lambda}\cos qx$ with $q=2\pi/a_2$. It is the real part of $e^{px}$ with $p=-1/\lambda+iq$. For the matching window $pa_2/2=-a_2/2\lambda+i\pi$. Since $\sinh(y+i\pi)=-\sinh y$,
\begin{equation}
|H_{a_2}(p)|=\frac{\sinh(a_2/2\lambda)}{\sqrt{(a_2/2\lambda)^2+\pi^2}} .
\label{eq:damp}
\end{equation}
Take $\lambda=0.40$ nm. Then $a_2/2\lambda=0.375$, $\sinh0.375=0.384$, the root is 3.164, and the factor is 0.121. The solid's window reduces it further, to 0.0466 for the pair. The liquid ripple is thus strongly reduced but not removed.

Two limits show the trend. For slow decay, $\lambda\gg a_2$, (\ref{eq:damp}) tends to $a_2/(2\pi\lambda)$ and the ordered result returns. For fast decay, $2\pi\lambda\ll a_1,a_2$, each hyperbolic sine has size $e^{a_j/2\lambda}/2$ and $|p|\simeq1/\lambda$. The filtered layering then has size
\begin{equation}
e^{-x/\lambda}\,\frac{e^{(a_1+a_2)/2\lambda}/4}{a_1a_2/4\lambda^2}
=\frac{\lambda^2}{a_1a_2}\,e^{-(x-R)/\lambda}.
\end{equation}
The filter no longer reduces the tail, but the tail itself is negligible once $x$ exceeds $R$ by several $\lambda$.

In the periodic cell both walls produce layers. The deviation of $v_2$ from $M_2$ is therefore multiplied by $\cosh[(\ell/2-|z|)/\lambda]/\cosh[(\ell/2-b)/\lambda]$, a sum of one decaying exponential from each wall. Beyond 1 nm from the walls the raw potential deviates from $M_2$ by up to 155 meV and the filtered one by up to about 7 meV. If the plateau is taken to begin at 0.555 nm, as for the film, the filtered deviation reaches about 20 meV. Read at the centre of the liquid, 2.25 nm from either wall, the offset is 5.4452 eV, an error of 0.26 meV. This value depends on the phase of the layering at the centre. If the layers are shifted against the walls with the same decay length and amplitude, the error there changes sign and reaches about 0.65 meV in size. For a liquid, then, the distance from the wall does part of the work.

\section{What the filter must let through}

Some variations in a real cell are not lattice ripple. In an electrolyte the ions screen the surface charge over a diffuse layer. In linear theory its potential decays as $e^{-x/\lambda_D}$ with
\begin{equation}
\lambda_D=\sqrt{\frac{\epsilon_0\epsilon_rk_BT}{2N_Ae^2I}},
\end{equation}
where $I$ is the ionic strength as an amount per volume. For 1 mol/L, 298 K and $\epsilon_r=78$ this is 0.303 nm. At such a concentration the linear theory gives only a size. It also needs a surface value small against $k_BT=0.026$ eV divided by the ionic charge number, which the value used next is not. At the same ionic strength the nonlinear Poisson--Boltzmann equation lowers the 8.0 meV below to 7.5 meV for a 1:1 salt and to 6.2 meV for a 2:2 salt such as copper sulfate. With an assumed surface value of 0.05 eV, the diffuse term is 8.0 meV at 0.555 nm, and the filter raises it by 0.50 meV. Equation (\ref{eq:curv}) explains the amount: $V''=V/\lambda_D^2$, so the relative change is about $0.1341/(24\times0.303^2)=0.061$. At the liquid centre each wall contributes 0.030 meV. In a dilute solution $\lambda_D$ is longer, and the potential may not reach its bulk value anywhere in a cell of this size. No choice of windows repairs that.

Nor does the filter remove the effect of incomplete sampling of the liquid. A fluctuation as long as the liquid region, 4.5 nm, passes with the factor 0.989. A statistical error of 0.10 eV in such a wave remains 0.099 eV. A smooth curve after filtering is therefore no evidence of a converged offset; this needs longer trajectories or independent ones.

\section{The model beside a copper surface in a bath}

The layer spacing of 0.21 nm is close to the distance between the close-packed planes of copper, and 0.30 nm is a rough distance between water layers at a wall. The well depths, the decay length and hence the offset of 5.445 eV are model choices, not a prediction for copper and water. The film ripple of 3.8 eV is deliberately strong. Molecules in a liquid are not confined to sharp planes, so a weaker ripple is to be expected there, though this has not been computed here. Real interfaces also have relaxed outer layers, adsorbed water and a rearranged electron density. These change the true offset, possibly by far more than the millielectronvolts discussed above, and widen the region where neither medium is bulk-like. A real bath also lacks the periodicity assumed for the second medium. In this model, with the chosen decay length, that costs about 20 meV at 0.555 nm from the wall and between zero and about 0.65 meV at the liquid centre, depending on the phase of the layering (0.26 meV in the cell used). The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
periods a1, a2: 0.21, 0.30 nm
well depths: 20.0, 6.0 eV
well sharpness: 1.0, 0.5
cell, half slab, interface width: 9.0, 2.25, 0.05 nm
grid: 1000 points, spacing 0.0090 nm
window reach (a1+a2)/2: 0.255 nm; tail margin 0.30 nm
plateau starts 0.555 nm from the interface
kernel rms width: 0.1057 nm
raw ripple peak-to-peak, solid: 17.293 eV
raw ripple peak-to-peak, film: 3.793 eV
period means M1, M2: -9.3152, -3.8702 eV
offset M2-M1 from raw period means: 5.4450 eV
offset after two windows: 5.4450 eV
largest plateau error, two windows: 8.9e-15 eV
algorithm minus nested quadrature, max: 1.2e-14 eV
z (nm), raw V (eV), two-window W (eV), ordered film:
  0.000   -20.0000    -9.3152
  1.800    -2.9885    -9.3152
  2.025    -3.9442    -9.2747
  2.250    -4.0485    -6.0764
  2.475    -3.6392    -3.9963
  2.700    -6.0000    -3.8702
  2.925    -3.6392    -3.8702
peak-to-peak ripple left, solid / film (eV):
  window a1 only: 0.0000 / 1.3829
  window a2 only: 3.5754 / 0.0000
  a1 window 0.3% too long: 0.01069 / 0.00000
  a1 window 1% too long: 0.03539 / 0.00000
plateau error, 250 grid points: 7.8e-04 eV
plateau error, 500 grid points: 2.3e-07 eV
plateau error, 1000 grid points: 8.9e-15 eV
rounded windows [23, 33] points of 0.009 nm:
  ripple solid / film: 0.0521 / 0.0145 eV
whole-point windows [70, 100] of 0.003 nm:
  largest ripple: 6.2e-15 eV
slab of 1 layers, centre error: 2.08e+00 eV
slab of 3 layers, centre error: 3.12e-03 eV
slab of 5 layers, centre error: 0.00e+00 eV
liquid layering decay length: 0.40 nm
damped-wave factor, a2 window alone: 0.1213
damped-wave factor, both windows: 0.0466
liquid beyond 1 nm, raw deviation: 155.2 meV
liquid beyond 1 nm, filtered: 7.04 meV
liquid from plateau start, filtered: 20.2 meV
offset read at liquid centre: 5.4452 eV
  its error: 0.26 meV
thermal rms 0.008 nm: first-harmonic factor 0.972
ionic strength 1.0 mol/L, 298 K, permittivity 78
screening length: 0.303 nm; surface value 0.050 eV
diffuse term at plateau start: 8.01 meV
diffuse term at liquid centre: 0.030 meV
filter's change of it at plateau start: 0.50 meV
slow wave of 4.5 nm: fraction passed 0.9892
\end{verbatim}
